# Kubo-Greenwood conductivity from the spreading of energy-filtered random states

## When to read off the conductivity

A calculation that propagates electrons on a disordered lattice must stop at some time, and the conductivity is then read from a curve $D(t)$. If it stops too early, the result measures ballistic flight. If it stops late in a localized system, the result tends to zero. Only a plateau gives a diffusivity from which a conductivity and a mean free path may be reported. The relations below fix what is read off and with what error.

The electrons are independent, with a real one-particle Hamiltonian $H$ of bounded hopping range, at zero temperature and Fermi energy $E$. Rydberg units are used: $\hbar=1$, $e^2=2$, energies in Ry, lengths in $a_0$, times in $\hbar/\mathrm{Ry}$.

## From absorbed power to the Einstein relation

A field $\mathcal F\cos\omega t$ along $x$ adds $e\mathcal F X\cos\omega t$ to $H$. Each of its two exponentials has amplitude $e\mathcal F X/2$. The golden rule, with a factor 2 for spin and upward minus downward transitions, gives the absorbed power

$$P=2\cdot2\pi\frac{e^2\mathcal F^2}{4}\sum_{mn}|X_{mn}|^2\,\omega\,(f_m-f_n)\,\delta(E_n-E_m-\omega),$$

where $f_m$ are occupations. The velocity is $v=i[H,X]$, so $|X_{mn}|^2=|v_{mn}|^2/\omega^2$ for these transitions. Also $P=\sigma\mathcal F^2\Omega/2$, with $\Omega$ the volume (area in two dimensions). Hence

$$\sigma(\omega)=\frac{2\pi e^2}{\Omega}\sum_{mn}|v_{mn}|^2\frac{f_m-f_n}{\omega}\,\delta(E_n-E_m-\omega).$$

As $\omega\to0$ at zero temperature, $(f_m-f_n)/\omega\to\delta(E-E_m)$. This is the Kubo-Greenwood formula,

$$\sigma(E)=\frac{2\pi e^2}{\Omega}\,\mathrm{Tr}[\delta(E-H)\,v\,\delta(E-H)\,v].$$

Let $\langle A\rangle_E=\mathrm{Tr}[\delta(E-H)A]/\mathrm{Tr}\,\delta(E-H)$, and let $n=\mathrm{Tr}\,\delta(E-H)/\Omega$ be the density of states per spin. Write the second delta function as $\frac1{2\pi}\int dt\,e^{i(E-H)t}$. Because $\delta(E-H)e^{iHt}=e^{iEt}\delta(E-H)$, the integrand is $\mathrm{Tr}[\delta(E-H)v(t)v]$ with $v(t)=e^{iHt}ve^{-iHt}$. Reversing $t$ conjugates this trace, so its real part is even and its imaginary part odd. With $C(t)=\mathrm{Re}\langle v(t)v\rangle_E$,

$$\mathrm{Tr}[\delta v\delta v]=\frac{n\Omega}{\pi}\int_0^\infty C(t)\,dt,\qquad \sigma=2e^2nD,\qquad D=\int_0^\infty C(t)\,dt .$$

The displacement is $X(t)-X=\int_0^t v(s)\,ds$. The average depends on time differences alone, since $\delta(E-H)$ commutes with the evolution. Therefore

$$M(t)=\langle(X(t)-X)^2\rangle_E=2\int_0^t(t-s)C(s)\,ds,\qquad D(t)\equiv\tfrac12M'(t)=\int_0^tC(s)\,ds,$$

and $D$ is the long-time limit of $D(t)$, with the system made infinite first.

That order of limits matters. A finite system has discrete levels, and with normalized level weights $p_m$ and $\omega_{mn}=E_m-E_n$,

$$C(t)=\sum_{mn}p_m|v_{mn}|^2\cos\omega_{mn}t,$$

which does not decay for good. A finite window cures this. Average $D(t)$ with the positive weight $\Gamma^2te^{-\Gamma^2t^2/2}$, which integrates to one. The weight is $-\frac{d}{dt}e^{-\Gamma^2t^2/2}$, so integration by parts gives

$$\int_0^\infty\Gamma^2te^{-\Gamma^2t^2/2}D(t)\,dt=\int_0^\infty e^{-\Gamma^2t^2/2}C(t)\,dt=\pi\sum_{mn}p_m|v_{mn}|^2\,\frac{e^{-\omega_{mn}^2/2\Gamma^2}}{\sqrt{2\pi}\,\Gamma}.$$

Thus a finite observation time is a broadened delta function, and $\Gamma$ must exceed the level spacing. On a small disordered torus both sides were computed separately and gave $D=12.720393$. This tests the identity; it is not a converged diffusivity.

## The algorithm

**Displacement as a commutator.** With $U=e^{-iHt}$, $X(t)-X=U^\dagger XU-X=U^\dagger[X,U]$. This operator is Hermitian, so its square is $[X,U]^\dagger UU^\dagger[X,U]=[X,U]^\dagger[X,U]$.

**Filtered random state.** Let $r$ have components $e^{i\theta_j}$ with independent uniform phases on $N$ sites, and put

$$\psi=F(H)r,\qquad F(H)=e^{-(E-H)^2/4\eta^2}.$$

Since the mean of $r_j^*r_k$ is $\delta_{jk}$, the mean of $\langle\psi|A|\psi\rangle$ is $\mathrm{Tr}[F^2A]$. The function $F^2$ is $\sqrt{2\pi}\,\eta$ times a normalized Gaussian, so $\|\psi\|^2/(N\sqrt{2\pi}\,\eta)$ estimates the density of states per site, $n_s$.

**Propagation.** Let $\phi=U\psi$, $\chi=[X,U]\psi$ and $J=[X,H]$. Differentiation gives

$$i\dot\phi=H\phi,\qquad i\dot\chi=H\chi+J\phi,\qquad \chi(0)=0 .$$

Only $J$ appears, and it contains the displacement of each hop. It stays well defined on a torus, where $X$ is not, and there $\chi=U\int_0^tv(s)\,ds\,\psi$ with $v=-iJ$. The two equations have the block matrix

$$B=\begin{pmatrix}H&0\\J&H\end{pmatrix},\qquad f(B)=\begin{pmatrix}f(H)&0\\ [X,f(H)]&f(H)\end{pmatrix}.$$

The second formula holds for polynomials: multiplying the matrices for $P$ and $Q$ gives the lower-left entry $[X,P]Q+P[X,Q]=[X,PQ]$. On a torus the same entry is defined by this product rule, starting from $J$.

Let $b\ge\|H\|$ and $z=bt$. The Fourier series of $e^{-iz\cos\theta}$ gives

$$e^{-iHt}=J_0(z)+2\sum_{k\ge1}(-i)^kJ_k(z)\,T_k(H/b),$$

where $J_k(z)$ are Bessel functions. Replace $H$ by $B$, apply the sum to $(\psi,0)$, and use $T_{k+1}(y)=2yT_k(y)-T_{k-1}(y)$. Each term costs one sparse multiplication.

**Readout.** After each time step,

$$M=\frac{\|\chi\|^2}{\|\psi\|^2},\qquad D(t)=\frac{\mathrm{Re}\langle\chi|\dot\chi\rangle}{\|\psi\|^2}=\frac{\mathrm{Im}\langle\chi|J\phi\rangle}{\|\psi\|^2}.$$

The term $-i\langle\chi|H\chi\rangle$ is imaginary and drops out, and $\mathrm{Re}(-iw)=\mathrm{Im}\,w$. No numerical differentiation is needed.

## Error analysis

**Truncation.** Dropping the terms $k>K$ changes $\phi$ by at most $2\sum_{k>K}|J_k(z)|\,\|\psi\|$, because $\|T_k(H/b)\|\le1$. The commutator part grows with $k$. It obeys

$$[X,T_{k+1}]=2\frac Hb[X,T_k]-[X,T_{k-1}]+\frac{2J}{b}T_k,$$

starting from $0$ and $J/b$. Solving this with Chebyshev polynomials of the second kind, whose norms are at most $m+1$ at degree $m$, gives

$$\|[X,T_k]\|\le\frac{\|J\|}b\Big(k+2\sum_{j=1}^{k-1}(k-j)\Big)=k^2\frac{\|J\|}b .$$

For a step that starts from $(\psi,0)$ the error in $\chi$ is thus at most $2(\|J\|/b)\sum_{k>K}k^2|J_k(z)|\,\|\psi\|$; a later step, which starts with $\chi\ne0$, adds $2\sum_{k>K}|J_k(z)|\,\|\chi\|$ to this error. Since $|J_k(z)|\le(z/2)^k/k!$, it falls faster than exponentially once $k$ is well above $z$. For large $bt$ the number of terms therefore grows in proportion to $bt$, while short steps need relatively more. For a short open chain, $M$ agreed with its direct definition to a relative error of about $10^{-13}$.

**Sampling.** For Hermitian $A$, the deviation of $\langle r|A|r\rangle$ from its mean is $\sum_{j\ne k}r_j^*r_kA_{jk}$. Its variance is $\sum_{j\neq k}|A_{jk}|^2\le\mathrm{Tr}A^2$. For the norm, $A=F^2$. If $n_s$ is smooth across the window, $\mathrm{Tr}F^2=Nn_s\sqrt{2\pi}\,\eta$ and $\mathrm{Tr}F^4=Nn_s\sqrt\pi\,\eta$, so

$$\text{relative noise of }n_s\le\frac{\sqrt{\mathrm{Tr}F^4}}{\mathrm{Tr}F^2}=\frac1{\sqrt{2\sqrt\pi\,Nn_s\eta}} .$$

A larger lattice or a wider window reduces it.

**Energy resolution.** A wider window has a price. The product of the estimated $n$ and $D$ is the Gaussian average of $nD$, whose leading bias is $\frac{\eta^2}2(nD)''$. This requires $nD$ to be smooth over several $\eta$; near a band edge the expansion may fail.

## Three regimes

A useful indicator is the exponent

$$\alpha=\frac{d\ln M}{d\ln t}=\frac{2tD(t)}{M(t)} .$$

**Ballistic.** In a clean one-band crystal $v$ and $H$ are both diagonal in wave vector. Then $v(t)=v$, $M=\langle v_x^2\rangle t^2$, $D(t)=\langle v_x^2\rangle t$ and $\alpha=2$. No finite dc conductivity exists.

**Diffusive.** If collisions randomize the velocity at one rate, $C(t)=\langle v_x^2\rangle e^{-t/\tau}$. Integrating once and then again,

$$D(t)=\langle v_x^2\rangle\tau(1-e^{-t/\tau}),\qquad M(t)=2\langle v_x^2\rangle\tau^2\Big(\frac t\tau-1+e^{-t/\tau}\Big).$$

For $t\ll\tau$ this returns $\langle v_x^2\rangle t^2$. For $t\gg\tau$ it gives $M\simeq2D(t-\tau)$, so $M/2t$ underestimates $D$ by the fraction $\tau/t$, while the slope error is exponentially small. The slope is the better estimator. On a square lattice $\langle v^2\rangle=2\langle v_x^2\rangle$, and the mean free path, defined with the rms velocity, is

$$\ell=\tau\sqrt{2\langle v_x^2\rangle},\qquad \tau=D/\langle v_x^2\rangle .$$

For weak disorder $\tau$ can be predicted. Independent site energies uniform in $[-W/2,W/2]$ have variance $W^2/12$. Between plane waves the mean squared matrix element is $W^2/(12N)$, so summing the golden rule over final states gives

$$\frac1\tau=2\pi n_s\frac{W^2}{12}.$$

The element does not depend on the final wave vector, and states $\mathbf k$ and $-\mathbf k$ have opposite velocities. The mean velocity after a collision is therefore zero, and at this order the same $\tau$ governs $C(t)$.

**Localized.** For an open system $(X(t)-X)_{mn}=X_{mn}(e^{i\omega_{mn}t}-1)$, hence

$$M(t)=2\sum_{mn}p_m|X_{mn}|^2(1-\cos\omega_{mn}t).$$

Without degeneracies the time average of the cosine vanishes for $m\ne n$, and

$$\overline M=2\sum_mp_m\big(\langle X^2\rangle_m-\langle X\rangle_m^2\big),$$

twice the mean position variance of the eigenstates. Any finite open system has a bounded $M$, so boundedness alone proves nothing. The spread must also be far smaller than the sample.

In a weakly disordered chain the localization length is tied to $\ell$. With hopping $-\gamma$, lattice constant $a$, site energies $\epsilon_j$ and $E=-2\gamma\cos\kappa$, an amplitude $\psi_j$ obeys

$$\psi_{j+1}+\psi_{j-1}=(2\cos\kappa+u_j)\psi_j,\qquad u_j=\epsilon_j/\gamma .$$

Put $z_j=\psi_j-e^{-i\kappa}\psi_{j-1}$. Substitution gives $z_{j+1}=e^{i\kappa}z_j+u_j\psi_j$, and the definition gives $\psi_j=\mathrm{Im}(e^{i\kappa}z_j)/\sin\kappa$. With $e^{i\kappa}z_j=|z_j|e^{i\varphi}$ and $s=u_j/\sin\kappa$,

$$\ln\frac{|z_{j+1}|}{|z_j|}=\tfrac12\ln(1+s\sin2\varphi+s^2\sin^2\varphi)\simeq\tfrac12\Big(s\sin2\varphi+s^2\sin^2\varphi-\tfrac12s^2\sin^22\varphi\Big).$$

Here $u_j$ has zero mean and is independent of $\varphi$. If $\varphi$ is uniformly distributed, the mean growth per site is $\frac12\langle s^2\rangle(\frac12-\frac14)=\langle s^2\rangle/8$. Using $v=2\gamma a\sin\kappa$ and $\langle u^2\rangle=W^2/12\gamma^2$, the amplitude localization length $\xi$ satisfies

$$\frac1\xi=\frac{W^2}{96\,a\gamma^2\sin^2\kappa}=\frac{aW^2}{24v^2}.$$

The chain has two Fermi points, so $n_s=a/(\pi v)$, and the golden rule gives $\ell=v\tau=6v^2/(aW^2)$. Hence $\xi=4\ell$. The assumption of uniform phase can fail at special energies such as the band centre.

## Worked example

The model parameters are $\gamma=0.10$ Ry, $a=5.0\,a_0$ and $\eta=0.020$ Ry. The numerical output follows this section.

**Square lattice.** The torus has $200\times200$ sites and $E=-0.20$ Ry. Without disorder, $M/t^2=0.6218$ at both sampled times, against $0.6202$ from a wave-vector sum. The density of states is $1.080$ per Ry, site and spin from one random state and $1.095$ from the sum, a difference of 1.4%. The noise bound is $1/\sqrt{3.545\times40000\times1.095\times0.020}\approx1.8\%$.

With $W=0.15$ Ry, $D(t)$ rises from $11.1$ at $t=20$ to $46.2$ at $t=320$ and then stays level within the sampling error, while $\alpha$ falls from $1.91$ to $1.09$ at $t=800$. The slopes in the two halves of the window from 320 to 800 are $46.54$ and $46.58$. The slope over the whole window is $D=46.6\pm0.6$, where the error is the standard error of three samples. That the halves agree far more closely than this error is chance, and a drift of a percent or two across the window cannot be excluded. Using $M/2t$ at $t=800$ would give $67952/1600=42.5$, about 9% too low, as the estimate $\tau/t=75/800$ predicts.

The window suits the sample. By $M\simeq2Dt$, the rms displacement along $x$ reaches the side of $1000\,a_0$ only at $t\approx1000^2/(2\times46.6)\approx1.1\times10^4$, well after the window closes. The mean level spacing is $1/(40000\times1.097)\approx2\times10^{-5}$ Ry, far below $1/800$ Ry.

The relaxation time and mean free path are

$$\tau=\frac{46.56}{0.6205}=75.0,\qquad \ell=75.0\sqrt{2\times0.6205}=83.6\,a_0,$$

or about 17 lattice constants. The golden rule gives $\tau=77.5$ and $\ell=86.3\,a_0$. The measured $D$ is 3% below the golden-rule value of $48.1$. Higher orders in $W$ or weak localization may contribute, but this is a conjecture, and three samples cannot settle it. Over all sampled times $M$ stays within 2.1% of the Drude form, which supports the use of one relaxation time.

The conductivity is

$$\sigma=2e^2\frac{n_s}{a^2}D=2\times2\times\frac{1.097}{25}\times46.56=8.17,$$

in Rydberg units. Dividing by $e^2=2$ and multiplying by $2\pi$ gives $25.7\,e^2/h$, or $9.9\times10^{-4}$ S. This describes the observed time window. In two dimensions this model is expected to localize at much larger scales, which the run does not reach.

**Chain.** An open chain of 2000 sites has $W=0.20$ Ry and $E=-0.08$ Ry. Here $D(t)$ reaches $18.0$ at $t=80$ and falls to $4.2$ at $t=640$ and $0.5$ at $t=2560$. There is no plateau. Dividing the largest $D$ by the velocity $0.9165$ would give a false mean free path of $19.6\,a_0$, 22% below the golden-rule value of $25.2\,a_0$. The localization length from the growth of solutions of the chain equation is $97\,a_0$, against $4\ell=101\,a_0$.

The mean of $M$ over the last five times is $1.91\times10^4$, which is 9% below twice the eigenstate variance, $2.09\times10^4$. Sampling noise and a slow approach to saturation are possible causes. So is the choice of times: in a finite system $M(t)$ is a sum of cosines that keeps fluctuating about its time average, and five times do not fix that average. The run does not separate these causes. The corresponding rms width, $\sqrt{20900/2}\approx102\,a_0$, is about 1% of the chain length, so the ends do not set the bound.

At $t=10000$ the instantaneous $D(t)$ is $-1.7$. A negative value is allowed, since differentiating the localized $M(t)$ gives a sum of terms $\omega_{mn}\sin\omega_{mn}t$ of either sign. With only eight random states, sampling noise may also contribute to this value. The slope of $M/2$ between $t=10000$ and $15000$ is $0.28$, or 1.5% of the largest $D$. This slope is not a residual diffusivity. It is the difference of two fluctuating values of $M$, and the later one, $2.13\times10^4$, already lies above the long-time average. Even so, in this regime an averaged slope is a safer guide than a single value of $D(t)$.

## Computed values

```
hopping 0.10 Ry, lattice constant 5.0 a0
energy window ETA 0.020 Ry
SMALL-SYSTEM TESTS
relative error of M against definition 7.9e-14
D from averaged Einstein relation 12.720393 a0^2 Ry/hbar
D from Kubo-Greenwood double sum  12.720393 a0^2 Ry/hbar
CLEAN SQUARE LATTICE, 200 x 200 sites, E = -0.20 Ry
DOS per site and spin: random state 1.080, k sum 1.095 1/Ry
<v_x^2>: random state 0.6218, k sum 0.6202 (a0 Ry/hbar)^2
t 100 hbar/Ry: M 6217.9 a0^2, M/t^2 0.6218
t 200 hbar/Ry: M 24871.8 a0^2, M/t^2 0.6218
DISORDERED SQUARE LATTICE, W = 0.15 Ry, 3 samples
t (hbar/Ry), M (a0^2), D (a0^2 Ry/hbar), exponent dlnM/dlnt
   20     232.4   11.12   1.91
   40     853.6   19.57   1.83
   80    2914.7   30.94   1.70
  160    8854.4   41.69   1.51
  320   23251.0   46.23   1.27
  560   45591.6   46.20   1.13
  800   67952.0   46.23   1.09
DOS per site and spin 1.097 1/Ry
<v_x^2> 0.6205 (a0 Ry/hbar)^2
plateau window 320 to 800 hbar/Ry
plateau D 46.56 +- 0.57 a0^2 Ry/hbar
D in first, second half 46.54, 46.58 a0^2 Ry/hbar
golden-rule D 48.07 a0^2 Ry/hbar
tau: plateau 75.0, golden rule 77.5 hbar/Ry
mean free path: plateau 83.6, golden rule 86.3 a0
largest relative deviation of M from Drude form 0.021
sigma 8.174 Rydberg units (e^2 = 2, hbar = 1)
sigma = 25.68 e^2/h = 9.948e-04 S
DISORDERED CHAIN, 2000 sites, W = 0.20 Ry, E = -0.08 Ry
t (hbar/Ry), M (a0^2), D (a0^2 Ry/hbar)
    10      71.6    6.887
    20     260.2   11.603
    40     833.3   16.283
    80    2249.0   17.983
   160    4817.3   14.576
   640   12808.3    4.203
  2560   16785.2    0.467
 10000   18535.3   -1.720
 15000   21318.4    0.045
late M, mean of last 5 times 19117 a0^2
twice eigenstate position variance 20900 a0^2
late slope (1/2)dM/dt 0.2783 a0^2 Ry/hbar
largest D 17.98, golden-rule D 23.10 a0^2 Ry/hbar
velocity 0.9165 a0 Ry/hbar, golden-rule tau 27.5 hbar/Ry
golden-rule mean free path 25.2 a0
false path from largest D 19.6 a0
localization length 97.2 a0, 4 x path 100.8 a0
```
